# Sigma Stabilisation of Axial and Equatorial Carbonyls in Fe(CO)5

## Problem

Iron pentacarbonyl is a trigonal bipyramid: two carbonyls lie on the threefold axis, taken as \(z\), and three lie in the \(xy\) plane at azimuths \(0^\circ\), \(120^\circ\) and \(240^\circ\). The iron atom is counted as low-spin \(d^8\). Each carbonyl offers one filled sigma lone pair, at an energy \(\Delta\) below the 3d level.

Use the angular overlap model with the 3d orbitals as the only acceptors, and with the same sigma strength \(e_\sigma>0\) for all five ligands. Neglect direct coupling between ligands.

(a) Find the angular factors of the d orbitals towards each ligand, and the five d levels.

(b) Find the total sigma stabilisation and divide it among the ligands. Show that each axial carbonyl gains four times as much as each equatorial one.

(c) Evaluate the levels and gains for \(e_\sigma=1.5\) eV.

(d) The model is a second-order theory. With \(\Delta=10\) eV, does the ratio survive when the coupling is not small?

(e) What becomes of the ratio in a triplet state, and when a carbonyl is removed and the d shell relaxes?

(f) How do pi back-donation, with \(|e_\pi|=0.8\) eV, and donation into iron 4s and 4p change the picture for the real molecule?

(g) Does the sigma-only model explain why the molecule is a bipyramid and not a square pyramid?

## Solution

### The model and its signs

Put the 3d level at zero and the ligand level at \(-\Delta\). Let ligand \(i\) couple to d orbital \(k\) with matrix element \(V_{ik}=\beta_iF_{ik}\). Here \(\beta_i\) is the coupling for a head-on d orbital, and \(F_{ik}\) is a pure number set by direction. For an orbital with d coefficients \(c_k\) and ligand coefficients \(a_i\), the eigenvalue equations are

\[
\varepsilon c_k=\sum_i V_{ik}a_i,\qquad (\varepsilon+\Delta)a_i=\sum_k V_{ik}c_k .
\]

For the mainly-d orbitals \(\varepsilon\) is near zero. If \(|\varepsilon|\ll\Delta\), the second equation gives \(a_i\approx\sum_k V_{ik}c_k/\Delta\). Inserting this in the first gives \(\varepsilon c_k=\sum_l M_{kl}c_l\) with

\[
M_{kl}=\sum_i e_iF_{ik}F_{il},\qquad e_i=\frac{\beta_i^2}{\Delta}.
\]

The d levels are therefore raised: they are the antibonding partners of the donor orbitals.

For the mainly-ligand orbitals \(\varepsilon\approx-\Delta\), so the first equation gives \(c_k\approx-\sum_jV_{jk}a_j/\Delta\). The second then becomes

\[
(\varepsilon+\Delta)a_i=-\sum_j\Big(\sum_k\frac{V_{ik}V_{jk}}{\Delta}\Big)a_j .
\]

The ligand levels are lowered. Since all five ligand orbitals are filled, only the sum of their shifts matters, and that is the trace \(-\sum_i e_i\sum_kF_{ik}^2\).

### (a) Angular factors and d levels

Consider one bond, along the unit vector \(\mathbf n\). In a frame whose polar axis is the bond, the five d orbitals are one sigma orbital \(z'^2\), two pi orbitals and two delta orbitals. A sigma lone pair is symmetric about the bond and couples to \(z'^2\) alone. So \(F_k\) is the coefficient of \(z'^2\) when \(d_k\) is expanded in the bond-frame orbitals.

This coefficient can be read off without a rotation matrix. The pi and delta orbitals vanish on the bond axis, so at the point \(\mathbf r=\mathbf n\) the value of \(d_k\) comes from its \(z'^2\) part. If the angular functions share one normalisation, chosen so that \(z'^2\) equals 1 on its own axis, then \(F_k=d_k(\mathbf n)\):

\[
F_{z^2}=\tfrac12(3n_z^2-1),\quad F_{x^2-y^2}=\tfrac{\sqrt3}{2}(n_x^2-n_y^2),\quad F_{xy}=\sqrt3\,n_xn_y,
\]

\[
F_{xz}=\sqrt3\,n_xn_z,\qquad F_{yz}=\sqrt3\,n_yn_z .
\]

Each of these functions has the mean square \(1/5\) over the sphere, so the normalisation is indeed common. The \(F_k\) of one ligand are the components of a normalised orbital in an orthonormal set, which gives \(\sum_kF_k^2=1\).

Every ligand here lies either on the axis or in the plane, so \(F_{xz}=F_{yz}=0\) throughout. The others are

| Ligand | \(z^2\) | \(x^2-y^2\) | \(xy\) |
|---|---|---|---|
| each axial | \(1\) | \(0\) | \(0\) |
| equatorial, \(0^\circ\) | \(-1/2\) | \(\sqrt3/2\) | \(0\) |
| equatorial, \(120^\circ\) | \(-1/2\) | \(-\sqrt3/4\) | \(-3/4\) |
| equatorial, \(240^\circ\) | \(-1/2\) | \(-\sqrt3/4\) | \(3/4\) |

The value \(-1/2\) belongs to the ring of \(z^2\), which has the opposite sign to the axial lobes and half their amplitude.

With equal strengths the diagonal elements of \(M\) are

\[
M_{z^2,z^2}=e_\sigma\left(2\cdot1+3\cdot\tfrac14\right)=\tfrac{11}{4}e_\sigma,
\]

\[
M_{x^2-y^2,x^2-y^2}=e_\sigma\left(\tfrac34+\tfrac3{16}+\tfrac3{16}\right)=\tfrac98e_\sigma,\qquad
M_{xy,xy}=e_\sigma\left(\tfrac9{16}+\tfrac9{16}\right)=\tfrac98e_\sigma .
\]

The off-diagonal elements cancel. Between \(z^2\) and \(x^2-y^2\) the sum is \(-\sqrt3/4+\sqrt3/8+\sqrt3/8=0\). Between \(z^2\) and \(xy\) it is \(3/8-3/8=0\), and between \(x^2-y^2\) and \(xy\) it is \(3\sqrt3/16-3\sqrt3/16=0\). The levels are thus

\[
e''\,(xz,yz):\ 0,\qquad e'\,(x^2-y^2,xy):\ \tfrac98e_\sigma,\qquad a_1'\,(z^2):\ \tfrac{11}4e_\sigma .
\]

Their sum is \(2\cdot\frac98e_\sigma+\frac{11}4e_\sigma=5e_\sigma\), as it must be for five ligands with \(\sum_kF_k^2=1\).

The factors can be compared with real overlap integrals. The 3d functions of an atomic-natural-orbital basis for iron were combined with the Hartree–Fock lone pair of a free CO molecule, placed in turn at the five sites with Fe–C = 1.80 Å. The \(z^2\) overlap is 0.1554 on the axis and \(-0.0777\) on the equator, so the squares stand in the ratio 4.00. All 25 factors, taken as overlaps divided by the axial \(z^2\) overlap, agree with the formulas to about \(10^{-14}\). Enlarging the CO basis from aug-cc-pVDZ to aug-cc-pVTZ raises the axial overlap by 2.5 % of its smaller-basis value. The choice of iron function matters more: Hartree–Fock 3d orbitals of the spherically averaged free atom give an axial overlap of about 0.16 for the ground configuration \(3d^64s^2\), 0.18 for \(3d^74s^1\) and 0.20 for \(3d^8\), the last some 30 % larger than the value above. The factors follow from rotation and do not depend on that size. This comparison concerns the angular part of the model, not the value of \(e_\sigma\).

### (b) Total stabilisation and its division

The eight d electrons fill \(e''\) and \(e'\), leaving two holes in \(z^2\). Count stabilisation as positive. The five ligand pairs gain \(2\sum_ie_i\). The d electrons lose twice the sum of the four lower levels, which is \(2(\operatorname{tr}M-\varepsilon_{\rm top})\). The net stabilisation is

\[
W=2\sum_ie_i-2\left(\operatorname{tr}M-\varepsilon_{\rm top}\right)=2\varepsilon_{\rm top},
\]

because \(\operatorname{tr}M=\sum_ie_i\sum_kF_{ik}^2=\sum_ie_i\). For equal strengths \(W=\frac{11}2e_\sigma\). A filled d orbital contributes nothing to the net result: what its bonding partner gains, its own two electrons lose.

To divide \(W\) among the ligands, let the strengths \(e_i\) vary independently. The matrix \(M\) is linear in them, so multiplying all the \(e_i\) by a common factor multiplies \(W\) by that factor. Euler's theorem for a function of degree one then gives

\[
W=\sum_i s_i,\qquad s_i=e_i\frac{\partial W}{\partial e_i}.
\]

The share \(s_i\) is the strength of ligand \(i\) times the response of the total energy to that strength. The shares add up to the total with no remainder.

The response follows from the Hellmann–Feynman theorem. The top level is nondegenerate and its eigenvector is pure \(z^2\), so its first derivative is the expectation value of \(\partial M/\partial e_i\), whose elements are \(F_{ik}F_{il}\):

\[
\frac{\partial W}{\partial e_i}=2\frac{\partial\varepsilon_{\rm top}}{\partial e_i}=2F_{i,z^2}^2 .
\]

At equal strengths this gives

\[
s_{\rm ax}=2\cdot1^2\,e_\sigma=2e_\sigma,\qquad
s_{\rm eq}=2\left(-\tfrac12\right)^2e_\sigma=\tfrac12e_\sigma,\qquad
\frac{s_{\rm ax}}{s_{\rm eq}}=4 .
\]

The sum is \(2\cdot2e_\sigma+3\cdot\frac12e_\sigma=\frac{11}2e_\sigma\), equal to \(W\).

The same result has a direct reading. Every carbonyl pair gains \(2e_\sigma\) from its interaction with the d shell. An axial pair interacts with the empty \(z^2\) alone and keeps all of it. An equatorial pair has three quarters of its interaction with the filled \(e'\) orbitals, which gives back \(2\cdot\frac34e_\sigma\) as repulsion and leaves \(\frac12e_\sigma\).

If the two kinds of site have different strengths, the symmetry still keeps \(z^2\) unmixed, and the ratio is \(4e_{\rm ax}/e_{\rm eq}\). For \(e_{\rm ax}=1.1\,e_{\rm eq}\) it is 4.4. This requires \(z^2\) to remain the top level, that is \(2e_{\rm ax}+\frac34e_{\rm eq}>\frac98e_{\rm eq}\), or \(e_{\rm ax}>\frac3{16}e_{\rm eq}\).

### (c) Numbers

With \(e_\sigma=1.5\) eV, the \(e'\) level lies at \(1.125\times1.5=1.69\) eV and \(a_1'\) at \(2.75\times1.5=4.13\) eV above \(e''\). The gains are

\[
s_{\rm ax}=2\times1.5=3.0\ \text{eV},\qquad s_{\rm eq}=0.5\times1.5=0.75\ \text{eV},
\]

or about 290 and 72 kJ/mol. The total is \(5.5\times1.5=8.25\) eV.

The gap between \(a_1'\) and \(e'\) is 2.44 eV, while the thermal energy at 300 K is 0.026 eV. Thermal promotion across this orbital gap is therefore negligible. That the state is low-spin remains an assumption of the count, since electron repulsion is not part of the model.

### (d) Coupling that is not small

The top level found above is 4.13 eV, which is not small beside \(\Delta=10\) eV. The second-order energies are then too large, and the ratio needs a separate argument.

Keep all ten orbitals, and multiply the squared couplings of ligand \(i\) by \(\lambda_i\), so that \(V_{ik}=\sqrt{\lambda_i}\,\beta F_{ik}\). The nine lowest orbitals are filled. The trace of the Hamiltonian does not depend on the \(\lambda_i\), so the total energy is a constant minus \(2\varepsilon_{\rm top}\). The response of the stabilisation to ligand \(i\) is

\[
C_i=2\left.\frac{\partial\varepsilon_{\rm top}}{\partial\lambda_i}\right|_{\lambda=1}.
\]

At \(\lambda=1\), \(z^2\) couples to a single normalised ligand combination, with coefficients \(F_{i,z^2}/\sqrt S\), where \(S=\sum_iF_{i,z^2}^2=\frac{11}4\). The coupling is \(\beta\sqrt S\). This combination couples to no other d orbital, because the sums \(\sum_iF_{i,z^2}F_{ik}\) vanish for \(k\neq z^2\), as found in part (a). The \(e'\) orbitals obey the same kind of two-level problem with \(\frac98\) in place of \(S\), so they lie lower. The two-level problem for \(z^2\) has

\[
\varepsilon_{\rm top}=\tfrac12\left(-\Delta+\sqrt{\Delta^2+4S\beta^2}\right).
\]

Let \(c\) and \(a\) be the coefficients of \(z^2\) and of the ligand combination in the top orbital. For a two-level problem their product is the coupling divided by the splitting, \(ca=\beta\sqrt S/\sqrt{\Delta^2+4S\beta^2}\). The derivative of \(V_{i,z^2}\) with respect to \(\lambda_i\) is \(\frac12\beta F_{i,z^2}\), and it enters the expectation value twice. Hence

\[
\frac{\partial\varepsilon_{\rm top}}{\partial\lambda_i}
=2\,c\,\frac{aF_{i,z^2}}{\sqrt S}\,\frac{\beta F_{i,z^2}}2
=\frac{\beta^2F_{i,z^2}^2}{\sqrt{\Delta^2+4S\beta^2}} .
\]

With \(\beta^2=e_\sigma\Delta\) and \(4S=11\),

\[
C_i=\frac{2e_\sigma F_{i,z^2}^2}{\sqrt{1+11e_\sigma/\Delta}} .
\]

For \(e_\sigma\ll\Delta\) this returns the shares of part (b). In general both responses shrink by the same factor, and the ratio stays 4 within this d-only model. For the example the root is \(\sqrt{2.65}=1.63\), and the responses are 1.84 eV and 0.46 eV. Numerical diagonalisation of the ten-orbital Hamiltonian gives the same values. At finite coupling, multiplying all the \(\lambda_i\) by a common factor no longer multiplies the stabilisation by that factor. The condition for Euler's theorem in part (b) is lost, and these responses do not add up to the total stabilisation.

### (e) Triplet state and ligand removal

The factor 4 depends on where the holes are. Take a triplet with one hole in \(z^2\) and the other spread evenly over the \(e'\) pair, at the same geometry and strengths. Each hole contributes its own \(F^2\):

\[
s_{\rm ax}=(1+0)e_\sigma=e_\sigma,\qquad
s_{\rm eq}=\left(\tfrac14+\tfrac12\cdot\tfrac34\right)e_\sigma=\tfrac58e_\sigma .
\]

The ratio drops to 1.6, because the equatorial ligands can now donate into \(e'\).

A share in the intact molecule also differs from the energy lost when a ligand leaves. Remove one carbonyl with its electron pair, hold the other four fixed, and let the eight d electrons occupy the four lowest new levels.

Without one axial ligand, \(z^2\) lies at \((1+\frac34)e_\sigma=\frac74e_\sigma\), still above \(e'\). The stabilisation is \(\frac72e_\sigma\), and the loss is \(2e_\sigma\), equal to the share.

Without the equatorial ligand at \(0^\circ\), the table gives \(M_{z^2,z^2}=\frac52e_\sigma\) and \(M_{x^2-y^2,x^2-y^2}=\frac38e_\sigma\). These orbitals now mix, with \(M_{z^2,x^2-y^2}=2\cdot\frac{\sqrt3}8e_\sigma=\frac{\sqrt3}4e_\sigma\), while \(xy\) stays apart at \(\frac98e_\sigma\). Half the sum of the two diagonal elements is \(\frac{23}{16}e_\sigma\) and half their difference is \(\frac{17}{16}e_\sigma\), so

\[
\varepsilon_{\rm top}=\left[\tfrac{23}{16}+\sqrt{\left(\tfrac{17}{16}\right)^2+\tfrac3{16}}\right]e_\sigma=2.585\,e_\sigma .
\]

The loss is \((5.5-2\times2.585)e_\sigma=0.33\,e_\sigma\), less than the share of \(0.5\,e_\sigma\). The mixing lifts the empty orbital above \(\frac52e_\sigma\), which improves the donation of the four ligands that remain. The ratio of the two losses is about 6. The factor 4 is thus a statement about shares in the intact molecule, not about dissociation energies.

### (f) Pi bonding, 4s and 4p, and the real molecule

Each carbonyl has two empty pi orbitals, which couple to the two pi-type d orbitals of its bond frame and lower them by \(|e_\pi|\) each, to leading order. The gain is two electrons times \(|e_\pi|\) for every pi-type d orbital that is filled. The one empty orbital is \(z^2\), proportional to \(3z^2-r^2\). For an axial bond it is pure sigma. For a bond along \(x\) the pi-type orbitals are \(xy\) and \(xz\), and \(z^2\), built from squares, contains neither. The threefold symmetry extends this to the other equatorial bonds. All the pi-type d orbitals are therefore filled, and every carbonyl gains

\[
2\times2|e_\pi|=4|e_\pi|=4\times0.8=3.2\ \text{eV}.
\]

To this order, pi bonding does not distinguish the sites if \(e_\pi\) is the same for all, but it dilutes the ratio:

\[
\frac{3.0+3.2}{0.75+3.2}=1.57 .
\]

At finite coupling the pi gains of the two sites differ. With the empty pi orbitals placed 6 eV above 3d and \(\Delta=10\) eV, diagonalisation gives a ratio of about 1.3 for the combined sigma and pi responses.

Donation into 4s and 4p acts in a similar way. These orbitals are empty, and to leading order each ligand pair gains \(2(e_s+e_p)\) wherever it sits, because a sigma pair sees the same 4s orbital, and one full 4p orbital along its bond, from any direction. Here \(e_s\) and \(e_p\) are the squared couplings of a lone pair to 4s and to the 4p orbital along its bond, each divided by the energy of that orbital above the ligand level. To size the effect, assume \(e_s=0.4\) eV and \(e_p=0.3\) eV, with 4s and 4p lying 4 and 8 eV above 3d. The leading-order ratio is then \((3.0+1.4)/(0.75+1.4)=2.05\). Diagonalising the full sigma Hamiltonian with these orbitals included gives responses of 2.98 eV and 1.84 eV, a ratio of 1.62. The equatorial figure happens to match the axial response of part (d), but that one does not depend on the 4s and 4p parameters, so no identity is involved.

Iron pentacarbonyl is a volatile liquid used as a precursor for iron films. Its Fe–C distances are roughly 1.8 Å, and the two kinds differ by a few hundredths of an ångström at most. The strengths used here are rough round values for a carbonyl, and the 4s and 4p parameters are assumptions made for sizing. If \(e_\sigma\) is taken proportional to the squared overlap, an equatorial bond longer by 0.02 Å moves the ratio from 4 to between 4.02 and 4.09, depending mainly on the iron 3d function used, a minor change. The real molecule does not obey the assumption that sigma donation into 3d is the whole of the bonding. With the strengths assumed here, the leading-order ratio of gains falls from 4 to 1.57 when pi bonding alone is added, and to 2.05 when 4s and 4p donation alone is added. The factor 4 should therefore not be used to predict which carbonyl leaves first in film growth.

### (g) The shape

Take a square pyramid with its apical ligand on \(z\) and four basal ligands along \(\pm x\) and \(\pm y\), with the same \(e_\sigma\). The basal factors are \(-\frac12\) for \(z^2\) and \(\pm\frac{\sqrt3}2\) for \(x^2-y^2\), so

\[
M_{z^2,z^2}=\left(1+4\cdot\tfrac14\right)e_\sigma=2e_\sigma,\qquad
M_{x^2-y^2,x^2-y^2}=4\cdot\tfrac34e_\sigma=3e_\sigma .
\]

The cross term vanishes because the factors of \(x^2-y^2\) have opposite signs along \(x\) and \(y\). The holes go into \(x^2-y^2\), and \(W=2\cdot3e_\sigma=6e_\sigma\). This exceeds the \(5.5\,e_\sigma\) of the bipyramid by \(0.5\,e_\sigma\), or 0.75 eV here.

Between these two idealised shapes, the sigma-only model therefore favours the wrong one. The order depends on the right angle between the apical and basal bonds. If that angle is opened to \(\theta\), the basal factors of \(x^2-y^2\) become \(\pm\frac{\sqrt3}2\sin^2\theta\). As long as this orbital stays on top, \(W=6\sin^4\theta\,e_\sigma\), which falls below \(5.5\,e_\sigma\) beyond about \(102^\circ\). For the flat pyramid, pi bonding at equal \(e_\pi\) does not change the order to leading order in the coupling: \(x^2-y^2\) is also built from squares and has no pi part towards any of these five ligands, so the pi gain is again \(20|e_\pi|\). This equality does not survive at finite coupling. With \(\Delta=10\) eV, diagonalisation favours the flat pyramid by 0.45 eV when only sigma donation is kept. It favours the bipyramid by 0.55 eV when the pi orbitals of part (f), 6 eV above 3d, are added. The order of the two shapes thus depends on terms outside the sigma-only model and on the parameters assumed for them. The bipyramidal geometry is an input to the argument, and the ratio of 4 describes how the sigma donation into 3d is shared once that geometry is given.

Most of the computed values are collected in the numerical output below.

## Computed results

```
e_sigma = 1.50 eV, |e_pi| = 0.80 eV
Delta = 10.0 eV
F(z2): axial 1.000, equatorial -0.500
level e'' = 0.0000 e_sigma = 0.000 eV
level e'  = 1.1250 e_sigma = 1.687 eV
level a1' = 2.7500 e_sigma = 4.125 eV
axial share = 2.0000 e_sigma = 3.000 eV
equatorial share = 0.5000 e_sigma = 0.750 eV
axial share = 289.5 kJ/mol
equatorial share = 72.4 kJ/mol
ratio axial/equatorial = 4.0000
total = 5.5000 e_sigma = 8.250 eV
-- overlap integrals, free Fe 3d and HF lone pair of CO --
Fe-C = 1.80 angstrom, C-O = 1.15 angstrom
axial z2 overlap = 0.1554 (aug-cc-pvdz)
equatorial z2 overlap = -0.0777 (aug-cc-pvdz)
ratio of squared overlaps = 4.0000
largest error of the 25 angular factors = 1.2e-14
axial z2 overlap = 0.1592 (aug-cc-pvtz)
basis shift of the overlap = 2.47 %
-- limits of the ratio --
e_ax = 1.1 e_eq: ratio = 4.400
triplet shares = 1.0000, 0.6250 e_sigma
triplet ratio = 1.600
relaxed loss, axial CO removed = 2.0000 e_sigma
relaxed loss, equatorial CO removed = 0.3303 e_sigma
ratio of relaxed losses = 6.055
flat square pyramid total = 6.0000 e_sigma
-- neglected effects for the example --
finite coupling, axial response = 1.843 eV
finite coupling, equatorial response = 0.461 eV
finite coupling, ratio = 4.0000
pi gain, axial = 4.000 |e_pi| = 3.200 eV
pi gain, equatorial = 4.000 |e_pi| = 3.200 eV
ratio of sigma + pi gains = 1.570
assumed e_s = 0.4 eV, e_p = 0.3 eV
assumed 4s, 4p above 3d = 4.0, 8.0 eV
with 4s/4p, axial response = 2.978 eV
with 4s/4p, equatorial response = 1.843 eV
with 4s/4p, sigma ratio = 1.616
equatorial bond 0.02 angstrom longer: ratio = 4.090
sigma-only gap a1' - e' = 2.438 eV
thermal energy at 300 K = 0.0259 eV
```
